# Heat flux beyond crystal momentum in a crystal with two Debye speeds: verification in Python

```python
# Result under test: in a crystal with one longitudinal (L) and two transverse (T)
# Debye branches, the heat-flux vector j = hbar*omega*v_x is not proportional to the
# crystal-momentum vector p = hbar*q_x. The part of j orthogonal to p has the weight
#   R = 2 r (r^2-1)^2 / ((2 r^5+1)(2 r+1)),   r = v_L/v_T,
# in the inner product <f|g> = sum n0(n0+1) f g / volume. Normal three-phonon
# collisions between branches relax this part and leave the fraction 1-R of the flux.
# Reduced wave number: k = hbar*v_T*q/(k_B*T); reduced energy: x = k (T), r*k (L).
# Rate model: squared cubic matrix element
#   M^2 hbar^3 q1 q2 q3 / (8 rho^3 Volume v1 v2 v3), M = effective third-order modulus.
import numpy as np
from scipy.constants import hbar, k as kB, pi
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def bose_weight(x):
    """n0(n0+1)"""
    return 1 / (4 * np.sinh(x / 2) ** 2)


def remainder_formula(r):
    return 2 * r * (r**2 - 1) ** 2 / ((2 * r**5 + 1) * (2 * r + 1))


def overlaps(r, k_cut=None):
    """<p|p>, <p|j>, <j|j> by quadrature; k_cut switches on sine dispersion."""
    total = np.zeros(3)
    for g, v in ((1, r), (2, 1.0)):
        top = 60 / v if k_cut is None else k_cut
        k, w = gauss(0, top, 200)
        if k_cut is None:
            energy, group = v * k, v
        else:
            energy = v * 2 * k_cut / pi * np.sin(pi * k / (2 * k_cut))
            group = v * np.cos(pi * k / (2 * k_cut))
        flux = energy * group
        common = g * w * k**2 * bose_weight(energy)
        total += [np.sum(common * k * k), np.sum(common * k * flux),
                  np.sum(common * flux**2)]
    return total


def remainder_from(o):
    return 1 - o[1] ** 2 / (o[0] * o[2])


def remainder_elastic(c11, c12, c44):
    """R from the elastic-wave eigenproblem of a cubic crystal, linear dispersion."""
    z, wz = gauss(-1, 1, 48)
    az = (np.arange(96) + 0.5) * 2 * pi / 96
    Z, A = np.meshgrid(z, az, indexing="ij")
    W = np.repeat(wz, 96)
    s = np.sqrt(1 - Z**2)
    n = np.stack([s * np.cos(A), s * np.sin(A), Z], -1).reshape(-1, 3)
    D = (c12 + c44) * n[:, :, None] * n[:, None, :]
    dD = np.zeros_like(D)  # derivative of D with respect to q_x
    for i in range(3):
        D[:, i, i] = c11 * n[:, i] ** 2 + c44 * (1 - n[:, i] ** 2)
        dD[:, i, i] = 2 * (c11 if i == 0 else c44) * n[:, 0]
    for i in (1, 2):
        dD[:, 0, i] = dD[:, i, 0] = (c12 + c44) * n[:, i]
    c2, e = np.linalg.eigh(D)
    flux = 0.5 * np.einsum("nis,nij,njs->ns", e, dD, e)  # omega * group velocity_x
    weight = W[:, None] * c2 ** (-2.5)
    px = n[:, :1]
    return remainder_from([np.sum(weight * px**2), np.sum(weight * px * flux),
                           np.sum(weight * flux**2)])


def occupation_factor(x1, x2, x3):
    """n1 (1+n2)(1+n3)"""
    return 1 / (np.expm1(x1) * np.expm1(-x2) * np.expm1(-x3))


POWERS = (1, 2, 3)
SCALE = 4.0


def gram_matrix(r):
    m = len(POWERS)
    G = np.zeros((2 * m, 2 * m))
    for b, (g, v) in enumerate(((1, r), (2, 1.0))):
        k, w = gauss(0, 60 / v, 200)
        f = np.array([(k / SCALE) ** q for q in POWERS])
        G[b*m:(b+1)*m, b*m:(b+1)*m] = (f * (g * w * k**2 * bose_weight(k * v))) @ f.T
    return G


def collision_matrix(r):
    """Vector-sector matrix of L->T+T and L->L+T; shell resolved by wave number k2."""
    m = len(POWERS)
    K = np.zeros((2 * m, 2 * m))
    k1, w1 = gauss(0, 60 / r, 140)
    s, ws = gauss(0, 1, 60)
    k1, w1 = k1[:, None], w1[:, None]
    for branch2, v2, lo, hi in ((1, 1.0, (r - 1) / 2, (r + 1) / 2),
                                (0, r, (r - 1) / (r + 1), 1.0)):
        k2 = k1 * (lo + (hi - lo) * s)
        k3 = r * k1 - v2 * k2
        weight = (2 / 3 * k1**2 * k2**2 * k3**2 / (r * v2)
                  * occupation_factor(r * k1, v2 * k2, k3)
                  * w1 * k1 * (hi - lo) * ws).ravel()
        one = k1 + 0 * k2
        c12 = (one**2 + k2**2 - k3**2) / (2 * one * k2)
        c13 = (one**2 + k3**2 - k2**2) / (2 * one * k3)
        c23 = (one**2 - k2**2 - k3**2) / (2 * k2 * k3)
        u = np.ones_like(c12)
        cosines = np.array([[u, c12, c13], [c12, u, c23], [c13, c23, u]])
        cosines = cosines.reshape(3, 3, -1)
        amp = np.zeros((2 * m, 3, weight.size))
        for a, (kk, b, sign) in enumerate(((one, 0, 1), (k2, branch2, -1), (k3, 1, -1))):
            for i, q in enumerate(POWERS):
                amp[b * m + i, a] = sign * (kk.ravel() / SCALE) ** q
        turned = np.einsum("abn,jbn->jan", cosines, amp) * weight
        K += np.tensordot(amp, turned, axes=([1, 2], [1, 2]))
    return K


def drag_coefficient(r):
    """Interbranch momentum drag; shell resolved by the angle between q1 and q2."""
    k1, w1 = gauss(0, 60 / r, 140)
    t, wt = gauss(0, 1, 100)
    k1, w1 = k1[:, None], w1[:, None]
    mu, wmu = 1 - 2 * t**2, 4 * t * wt
    a, b = r**2 - 1, r**2 - mu
    root = np.sqrt(2 * t**2 * (2 * r**2 - 1 - mu))
    parts = []
    for v2, ratio in ((1.0, a / (2 * (r - mu))), (r, (b - root) / a)):
        k2 = k1 * ratio
        k3 = r * k1 - v2 * k2
        jacobian = v2 + (k2 - k1 * mu) / k3
        transfer = k1 if v2 == 1.0 else k3
        parts.append(np.sum(2 / 3 * w1 * wmu * k1**3 * k2**3 * k3 / (r * v2 * jacobian)
                            * occupation_factor(r * k1, v2 * k2, k3) * transfer**2))
    return parts


# Rough inputs typical of sodium fluoride
vL, vT, T = 5800.0, 3400.0, 12.0           # m/s, m/s, K
density, modulus = 2800.0, 200e9           # kg/m3, Pa
lattice, sample = 0.463e-9, 8e-3           # m, m
c11, c12, c44 = 97.0, 24.0, 28.0           # GPa
gradient, pulse = 100.0, 1e-9              # K/m, s
impurity, mass_change, cell_mass = 1e-6, 16.0, 42.0   # fraction, u, u
r = vL / vT
q0 = kB * T / (hbar * vT)

# Remainder weight from its definition, by two roads
R = remainder_formula(r)
for ratio in (1.0, 1.3, r, 2.5):
    assert abs(remainder_from(overlaps(ratio)) - remainder_formula(ratio)) < 1e-10
assert abs(remainder_elastic(r**2, r**2 - 2, 1.0) - R) < 1e-9
best = minimize_scalar(lambda y: -remainder_formula(y), bounds=(1.1, 6), method="bounded")

# Closed forms of the momentum weights and the heat-capacity identity
unit_pp = q0**3 / (6 * pi**2) * (hbar * q0) ** 2
pp, pj, jj = overlaps(r) * unit_pp * np.array([1, vT**2, vT**4])
P_L, P_T = [g * 2 * pi**2 / 45 * (kB * T) ** 5 / (hbar**3 * v**5)
            for g, v in ((1, vL), (2, vT))]
assert abs(pp / (P_L + P_T) - 1) < 1e-10


def energy_density(temp):
    total = 0.0
    for g, v in ((1, vL), (2, vT)):
        q, w = gauss(0, 60 * kB * T / (hbar * v), 200)
        e = hbar * v * q
        total += g / (2 * pi**2) * np.sum(w * q**2 * e / np.expm1(e / (kB * temp)))
    return total


dT = 1e-3
heat_capacity = (energy_density(T + dT) - energy_density(T - dT)) / (2 * dT)
assert abs(pj / (kB * T**2 * heat_capacity / 3) - 1) < 1e-6
V2 = pj / pp
perp2 = (vL**2 - vT**2) ** 2 * P_L * P_T / (P_L + P_T)
assert abs((jj - pj**2 / pp) / perp2 - 1) < 1e-9

# Linearized collision rate against the nonlinear rate
x = np.array([3.1, 1.2, 1.9])
phi = np.array([0.7, -0.4, 0.9])
n0 = 1 / np.expm1(x)


def net_rate(eps):
    a, b, c = n0 + eps * n0 * (n0 + 1) * phi
    return a * (1 + b) * (1 + c) - (1 + a) * b * c


slope = (net_rate(1e-4) - net_rate(-1e-4)) / 2e-4
assert abs(net_rate(0)) < 1e-12
assert abs(slope / (occupation_factor(*x) * (phi[0] - phi[1] - phi[2])) - 1) < 1e-6

# Relaxation by normal collisions alone
G, K = gram_matrix(r), collision_matrix(r)
m = len(POWERS)
p = np.zeros(2 * m)
p[0] = p[m] = 1
j = np.zeros(2 * m)
j[0], j[m] = r**2, 1
j_perp = j - p * (p @ G @ j) / (p @ G @ p)
rate_reduced = (j_perp @ K @ j_perp) / (j_perp @ G @ j_perp)
drag_TT, drag_LT = drag_coefficient(r)
weight_T = 2 * 4 * pi**4 / 15
weight_L = weight_T / (2 * r**5)
drag_rate = (drag_TT + drag_LT) * (1 / weight_L + 1 / weight_T)
assert abs(drag_rate / rate_reduced - 1) < 1e-6
assert np.max(np.abs(K @ p)) < 1e-9 * np.max(np.abs(K))   # momentum is conserved
lam, modes = eigh(K, G)
assert abs(lam[0]) < 1e-8 * lam[1] and lam[1] > 0         # and nothing else is
amplitude2 = (j @ G @ modes) ** 2 / (j @ G @ j)


def flux_fraction(time):
    """time in units of the initial decay time of the remainder"""
    return np.sum(amplitude2 * np.exp(-lam * time / rate_reduced))


plateau = flux_fraction(60 * rate_reduced / lam[1])
assert abs(plateau - (1 - R)) < 1e-6

rate_unit = 3 * modulus**2 * hbar * q0**5 / (16 * pi * density**3 * vT**4)
rate = rate_unit * rate_reduced
tau = 1 / rate
flux_start = gradient * pulse * jj / (kB * T**2)
drift = gradient * pulse * V2 / T

# Size of neglected effects
q_debye = (24 * pi**2) ** (1 / 3) / lattice
R_dispersion = remainder_from(overlaps(r, q_debye / q0))
R_cubic = remainder_elastic(c11, c12, c44)
k_half = np.sqrt(3) * pi / lattice / 2 / q0
tail = 0.0
for g, v in ((1, r), (2, 1.0)):
    k, w = gauss(k_half, k_half + 60 / v, 200)
    tail += g * np.sum(w * k**4 * bose_weight(v * k))
umklapp_weight = tail / overlaps(r)[0]
boundary_rate = vT / sample
omega = 4 * kB * T / hbar
defect_rate = (lattice**3 / 4 * impurity * (mass_change / cell_mass) ** 2
               * omega**4 / (4 * pi * vT**3))

print(f"Longitudinal speed (rough input): {vL/1e3:.1f} km/s")
print(f"Transverse speed (rough input): {vT/1e3:.1f} km/s")
print(f"Temperature: {T:.0f} K")
print(f"Density (rough input): {density:.0f} kg/m3")
print(f"Effective third-order modulus M (rough input): {modulus/1e9:.0f} GPa")
print(f"Speed ratio r: {r:.4f}")
print(f"Share of momentum weight, L branch: {P_L/(P_L+P_T):.5f}")
print(f"Share of momentum weight, T branches: {P_T/(P_L+P_T):.5f}")
print(f"Projection speed V = sqrt(<p|j>/<p|p>): {np.sqrt(V2)/1e3:.4f} km/s")
print(f"Remainder factor v_L^2 - V^2: {(vL**2-V2)/1e6:.3f} km2/s2")
print(f"Remainder factor v_T^2 - V^2: {(vT**2-V2)/1e6:.3f} km2/s2")
print(f"Remainder weight R, formula: {R:.6f}")
print(f"Remainder weight R, quadrature: {remainder_from(overlaps(r)):.6f}")
print(f"Largest R over all r: {-best.fun:.4f} at r = {best.x:.3f}")
print(f"Heat capacity per volume: {heat_capacity:.1f} J/(m3 K)")
print(f"Share of L->T+T in the drag: {drag_TT/(drag_TT+drag_LT):.4f}")
print(f"Share of L->L+T in the drag: {drag_LT/(drag_TT+drag_LT):.4f}")
print(f"Reduced decay rate, k2 integration: {rate_reduced:.6g}")
print(f"Reduced decay rate, angle integration: {drag_rate:.6g}")
print(f"Rate unit: {rate_unit:.4g} 1/s")
print(f"Initial decay rate of remainder: {rate:.3g} 1/s")
print(f"Initial decay time tau: {tau*1e9:.3g} ns")
print(f"tau if M is halved: {4*tau*1e9:.3g} ns; if doubled: {tau/4*1e9:.3g} ns")
print(f"Smallest matrix eigenvalue / next one: {abs(lam[0])/lam[1]:.1e}")
print(f"Slowest decaying basis mode, rate*tau: {lam[1]/rate_reduced:.4f}")
for time in (0, 1, 3, 10):
    print(f"Flux / initial flux at t = {time} tau: {flux_fraction(time):.5f}")
print(f"Flux / initial flux, long time: {plateau:.6f}")
print(f"Pulse: gradient {gradient/100:.0f} K/cm for {pulse*1e9:.0f} ns")
print(f"Pulse length / tau: {pulse/tau:.3g}")
print(f"Flux just after pulse: {flux_start:.4g} W/m2")
print(f"Flux left by normal collisions: {flux_start*(1-R):.4g} W/m2")
print(f"Flux removed by normal collisions: {flux_start*R:.4g} W/m2")
print(f"Final drift speed: {drift:.4g} m/s")
print(f"Lattice constant (rough input): {lattice*1e9:.3f} nm")
print(f"R with sine dispersion and Debye cutoff: {R_dispersion:.4f}")
print(f"Elastic constants C11, C12, C44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"R with cubic anisotropy: {R_cubic:.4f}")
print(f"Momentum weight beyond half the zone radius: {umklapp_weight:.2e}")
print(f"Sample width: {sample*1e3:.0f} mm")
print(f"Boundary rate v_T/width: {boundary_rate:.3g} 1/s")
print(f"Boundary rate * tau: {boundary_rate*tau:.2e}")
print(f"Impurity input: {impurity*1e6:.0f} ppm, mass change {mass_change:.0f} u"
      f" in a {cell_mass:.0f} u cell")
print(f"Impurity rate at energy 4 kT, T branch: {defect_rate:.3g} 1/s")
print(f"Impurity rate * tau: {defect_rate*tau:.2e}")
print("verified")
```

Printed output:

```
Longitudinal speed (rough input): 5.8 km/s
Transverse speed (rough input): 3.4 km/s
Temperature: 12 K
Density (rough input): 2800 kg/m3
Effective third-order modulus M (rough input): 200 GPa
Speed ratio r: 1.7059
Share of momentum weight, L branch: 0.03345
Share of momentum weight, T branches: 0.96655
Projection speed V = sqrt(<p|j>/<p|p>): 3.5069 km/s
Remainder factor v_L^2 - V^2: 21.341 km2/s2
Remainder factor v_T^2 - V^2: -0.739 km2/s2
Remainder weight R, formula: 0.094384
Remainder weight R, quadrature: 0.094384
Largest R over all r: 0.1171 at r = 2.447
Heat capacity per volume: 3946.0 J/(m3 K)
Share of L->T+T in the drag: 0.9243
Share of L->L+T in the drag: 0.0757
Reduced decay rate, k2 integration: 190.655
Reduced decay rate, angle integration: 190.655
Rate unit: 1.808e+06 1/s
Initial decay rate of remainder: 3.45e+08 1/s
Initial decay time tau: 2.9 ns
tau if M is halved: 11.6 ns; if doubled: 0.725 ns
Smallest matrix eigenvalue / next one: 6.8e-15
Slowest decaying basis mode, rate*tau: 0.0208
Flux / initial flux at t = 0 tau: 1.00000
Flux / initial flux at t = 1 tau: 0.96957
Flux / initial flux at t = 3 tau: 0.95449
Flux / initial flux at t = 10 tau: 0.92811
Flux / initial flux, long time: 0.905616
Pulse: gradient 1 K/cm for 1 ns
Pulse length / tau: 0.345
Flux just after pulse: 1786 W/m2
Flux left by normal collisions: 1618 W/m2
Flux removed by normal collisions: 168.6 W/m2
Final drift speed: 0.1025 m/s
Lattice constant (rough input): 0.463 nm
R with sine dispersion and Debye cutoff: 0.1053
Elastic constants C11, C12, C44 (rough): 97, 24, 28 GPa
R with cubic anisotropy: 0.1182
Momentum weight beyond half the zone radius: 4.09e-03
Sample width: 8 mm
Boundary rate v_T/width: 4.25e+05 1/s
Boundary rate * tau: 1.23e-03
Impurity input: 1 ppm, mass change 16 u in a 42 u cell
Impurity rate at energy 4 kT, T branch: 1.14e+04 1/s
Impurity rate * tau: 3.30e-05
verified
```
